# Stress singularity at a traction-free right-angle re-entrant corner: verification in Python

```python
"""
Result under test: at a traction-free re-entrant corner with material angle
2*alpha = 270 degrees, symmetric stresses vary as r**(lam - 1), where
sin(2*lam*alpha) + lam*sin(2*alpha) = 0, so lam - 1 is about -0.456.

r, theta : polar coordinates at the corner, theta = 0 on the inner bisector
lam      : exponent of displacement; stress has exponent lam - 1
F(theta) : angular part of the Airy function r**(lam + 1) * F(theta)
K        : amplitude, hoop stress on the bisector = K * r**(lam - 1)
Finite elements use the sector radius as length unit and the nominal
tension as stress unit; x is the bisector, y is the direction of tension.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import legendre as leg
from scipy.linalg import eig
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu


def williams_root(angle, parity=1, low=0.3, high=0.9):
    """Root of the closed characteristic equation; parity +1 even, -1 odd."""
    return brentq(lambda q: np.sin(q * angle) + parity * q * np.sin(angle),
                  low, high, xtol=1e-14)


def galerkin_roots(angle, odd=0, size=12):
    """Exponents from the clamped angular equation in a polynomial basis."""
    half = angle / 2
    t, weight = leg.leggauss(60)
    clamp = leg.Legendre(leg.poly2leg([1, 0, -2, 0, 1]))
    basis = [clamp * leg.Legendre.basis(2 * k + odd) for k in range(size)]
    f0 = np.array([b(t) for b in basis])
    f1 = np.array([b.deriv(1)(t) for b in basis]) / half
    f2 = np.array([b.deriv(2)(t) for b in basis]) / half**2
    mass, slope, bend = [(f * weight) @ f.T * half for f in (f0, f1, f2)]
    # weak form, quadratic in m = lam**2
    a0 = bend - 2 * slope + mass
    a1 = -2 * slope - 2 * mass
    zero, one = np.zeros((size, size)), np.eye(size)
    m = eig(np.block([[zero, one], [-a0, -a1]]),
            np.block([[one, zero], [zero, mass]]), right=False)
    roots = np.sqrt(m.astype(complex))
    return roots[np.argsort(roots.real)]


def plane_strain(young, nu):
    f = young / ((1 + nu) * (1 - 2 * nu))
    return f * np.array([[1 - nu, nu, 0], [nu, 1 - nu, 0],
                         [0, 0, (1 - 2 * nu) / 2]])


def strain_matrix(corners, xi, eta):
    """Strain-displacement matrix and Jacobian of four-node elements."""
    d = 0.25 * np.array([
        [-(1 - eta), 1 - eta, 1 + eta, -(1 + eta)],
        [-(1 - xi), -(1 + xi), 1 + xi, 1 - xi]])
    jac = d @ corners
    grad = np.linalg.inv(jac) @ d
    b = np.zeros((len(corners), 3, 8))
    b[:, 0, 0::2] = grad[:, 0]
    b[:, 1, 1::2] = grad[:, 1]
    b[:, 2, 0::2] = grad[:, 1]
    b[:, 2, 1::2] = grad[:, 0]
    return b, np.linalg.det(jac)


def corner_field(stiff, tip_radius=0.0, sectors=48):
    """Half of the 270-degree sector, arc displaced as in uniform tension.
    Returns element centres (complex x + iy) and stresses xx, yy, xy."""
    shift = (tip_radius / 3) ** (2 / 3)
    s_min = 0.01 * shift if tip_radius > 0 else 1e-7 ** (2 / 3)
    psi = np.linspace(0, np.pi / 2, sectors + 1)
    rings = int(np.ceil(-np.log(s_min) / psi[1]))
    s = np.r_[0.0, np.geomspace(s_min, 1, rings)]
    # the power 3/2 opens a half-plane into the 270-degree wedge
    w = shift * (1 - s[:, None]**2) + s[:, None] * np.exp(1j * psi)
    z = w ** 1.5
    i, j = np.indices(z.shape)
    node = np.where(i == 0, 0, 1 + (i - 1) * (sectors + 1) + j)

    def around(a):
        return np.stack([a[:-1, :-1], a[1:, :-1], a[1:, 1:], a[:-1, 1:]],
                        axis=-1).reshape(-1, 4)

    zc, nc = around(z), around(node)
    corners = np.stack([zc.real, zc.imag], axis=-1)
    dofs = np.stack([2 * nc, 2 * nc + 1], axis=-1).reshape(-1, 8)
    ke = np.zeros((len(nc), 8, 8))
    g = 1 / np.sqrt(3)
    for xi in (-g, g):
        for eta in (-g, g):
            b, det = strain_matrix(corners, xi, eta)
            assert det.min() > 0
            ke += np.swapaxes(b, 1, 2) @ (stiff @ b) * det[:, None, None]
    n = 2 * (node.max() + 1)
    k = coo_matrix((ke.ravel(), (np.repeat(dofs, 8, axis=1).ravel(),
                                 np.tile(dofs, (1, 8)).ravel())),
                   shape=(n, n)).tocsr()
    strain = np.linalg.solve(stiff, [0.0, 1.0, 0.0])
    u = np.zeros(n)
    u[2 * node[-1]] = strain[0] * z[-1].real
    u[2 * node[-1] + 1] = strain[1] * z[-1].imag
    fixed = np.zeros(n, bool)
    fixed[2 * node[:, 0] + 1] = True
    fixed[2 * node[-1]] = True
    fixed[2 * node[-1] + 1] = True
    u[2 * node[:, 0] + 1] = 0.0
    free = np.flatnonzero(~fixed)
    load = -(k @ u)[free]
    u[free] = splu(k[free][:, free].tocsc(),
                   permc_spec="MMD_AT_PLUS_A").solve(load)
    b, _ = strain_matrix(corners, 0.0, 0.0)
    stress = np.einsum("ab,ebc,ec->ea", stiff, b, u[dofs])
    return (zc.mean(axis=1).reshape(rings, sectors),
            stress.reshape(rings, sectors, 3))


def bisector_slope(field):
    r, hoop = np.abs(field[0][:, 0]), field[1][:, 0, 1]
    use = (r > 1e-4) & (r < 1e-3)
    return np.polyfit(np.log(r[use]), np.log(hoop[use]), 1)[0]


def bisector_stress(field, r):
    return np.exp(np.interp(np.log(r), np.log(np.abs(field[0][:, 0])),
                            np.log(field[1][:, 0, 1])))


# The separated functions satisfy the biharmonic equation.
rs, th, q = sp.symbols("r theta lam", positive=True)


def laplacian(f):
    return sp.diff(f, rs, 2) + sp.diff(f, rs) / rs + sp.diff(f, th, 2) / rs**2


for p in (q + 1, q - 1):
    for trig in (sp.cos, sp.sin):
        assert sp.simplify(laplacian(sp.simplify(
            laplacian(rs**(q + 1) * trig(p * th))))) == 0

# Closed equation against the polynomial eigenvalue problem.
angle = 1.5 * np.pi
alpha = angle / 2
lam = williams_root(angle)
lam_odd = williams_root(angle, -1, 0.8, 0.97)
even, odd = galerkin_roots(angle), galerkin_roots(angle, 1)
assert abs(even[0] - lam) < 1e-7 and abs(odd[0] - lam_odd) < 1e-7
assert np.sum((even.real > 1e-6) & (even.real < 1)) == 1
assert abs(np.sin(angle * even[1]) - even[1]) < 1e-4
assert round(lam - 1, 3) == -0.456
print(f"material angle: {np.degrees(angle):.0f} deg")
print(f"symmetric root lambda: {lam:.6f}")
print(f"symmetric stress exponent: {lam - 1:.6f}")
print(f"same root, polynomial method: {even[0].real:.6f}")
print(f"next symmetric root: {even[1].real:.4f} +/- {abs(even[1].imag):.4f} i")
print(f"antisymmetric root: {lam_odd:.6f}")
print(f"antisymmetric stress exponent: {lam_odd - 1:.6f}")
for degrees in (240, 300, 360):
    a = np.radians(degrees)
    root = williams_root(a)
    assert abs(galerkin_roots(a)[0] - root) < 1e-6
    print(f"symmetric root at {degrees} deg: {root:.4f}")

# Rough typical cubic stiffnesses of silicon and their isotropic average.
c11, c12, c44 = 166.0, 64.0, 80.0  # GPa
shear = (c11 - c12 + 3 * c44) / 5
bulk = (c11 + 2 * c12) / 3
young = 9 * bulk * shear / (3 * bulk + shear)
nu = (3 * bulk - 2 * shear) / (2 * (3 * bulk + shear))
size, nominal = 100.0, 100.0  # sector radius in um, tension in MPa

iso = corner_field(plane_strain(young, nu))
other = corner_field(plane_strain(young, 0.40))
thin = corner_field(young / (1 - nu**2) * np.array(
    [[1, nu, 0], [nu, 1, 0], [0, 0, (1 - nu) / 2]]))
cubic = corner_field(np.array([[c11, c12, 0], [c12, c11, 0], [0, 0, c44]]))
slopes = [bisector_slope(f) for f in (iso, other, thin)]
# tolerance covers the second-order mesh error of the four-node elements
assert max(abs(sl - (lam - 1)) for sl in slopes) < 3e-3

radius = np.abs(iso[0][:, 0])
window = (radius > 1e-4) & (radius < 1e-3)
amp = np.mean(iso[1][window, 0, 1] * radius[window]**(1 - lam))

# Angular form of all three stresses against finite elements.
p, m = lam + 1, lam - 1
ratio = -np.cos(p * alpha) / np.cos(m * alpha)
ring = np.argmin(np.abs(np.log(radius / 3e-4)))
zr, st = iso[0][ring], iso[1][ring]
ang = np.angle(zr)
co, si = np.cos(ang), np.sin(ang)
xx, yy, xy = st.T
fem = np.array([xx * co**2 + yy * si**2 + 2 * xy * si * co,
                xx * si**2 + yy * co**2 - 2 * xy * si * co,
                (yy - xx) * si * co + xy * (co**2 - si**2)])
fem = fem / (amp * np.abs(zr)**(lam - 1))


def angular_stresses(t):
    f = np.cos(p * t) + ratio * np.cos(m * t)
    f1 = -p * np.sin(p * t) - ratio * m * np.sin(m * t)
    f2 = -p**2 * np.cos(p * t) - ratio * m**2 * np.cos(m * t)
    norm = lam * p * (1 + ratio)
    return np.array([f2 + p * f, lam * p * f, -lam * f1]) / norm


worst = np.max(np.abs(fem - angular_stresses(ang)))
assert worst < 0.02
print(f"coefficient ratio B/A: {ratio:.4f}")
print(f"radial/hoop stress on bisector: {angular_stresses(0.0)[0]:.4f}")
print(f"face radial/bisector hoop stress: {angular_stresses(alpha)[0]:.4f}")
print(f"largest angular mismatch, FEM: {worst:.4f}")

print(f"cubic C11, C12, C44: {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"average Young modulus: {young:.1f} GPa")
print(f"average Poisson ratio: {nu:.3f}")
print(f"sector radius: {size:.0f} um")
print(f"nominal tension: {nominal:.0f} MPa")
print(f"FEM exponent, plane strain: {slopes[0]:.4f}")
print(f"FEM exponent, Poisson ratio 0.40: {slopes[1]:.4f}")
print(f"FEM exponent, plane stress: {slopes[2]:.4f}")
print(f"dimensionless amplitude: {amp:.3f}")
big_k = amp * nominal * size**(1 - lam)
print(f"K: {big_k:.1f} MPa um^{1 - lam:.4f}")
print(f"K: {big_k * 1e-6**(1 - lam):.3f} MPa m^{1 - lam:.4f}")
for r in (10.0, 1.0, 0.1, 0.01):
    print(f"one-term hoop stress at {r:g} um: {big_k * r**(lam - 1):.0f} MPa")
print(f"stress growth per tenfold approach: {10**(1 - lam):.3f}")
print(f"antisymmetric growth per tenfold: {10**(1 - lam_odd):.3f}")

# Effects left out of the one-term isotropic sharp-corner law.
for r in (10.0, 1.0):
    full = nominal * bisector_stress(iso, r / size)
    print(f"full FEM hoop stress at {r:g} um: {full:.0f} MPa")
peaks = []
for tip in (1.0, 0.1):
    rounded = corner_field(plane_strain(young, nu), tip / size)
    peaks.append(nominal * rounded[1][0, :, 1].mean())
    print(f"peak stress, tip radius {tip:g} um: {peaks[-1]:.0f} MPa")
growth = peaks[1] / peaks[0]
# tolerance covers mesh error and the finite ratio of tip radius to sector
assert abs(growth / 10**(1 - lam) - 1) < 0.03
print(f"peak ratio for tenfold sharper tip: {growth:.3f}")
print(f"FEM exponent, cubic silicon: {bisector_slope(cubic):.4f}")
base = bisector_stress(iso, 1.0 / size)
print(f"cubic/isotropic stress at 1 um: "
      f"{bisector_stress(cubic, 1.0 / size) / base:.3f}")
print(f"plane stress/plane strain at 1 um: "
      f"{bisector_stress(thin, 1.0 / size) / base:.3f}")
limit = 0.05 * young * 1e3  # MPa
r_limit = (big_k / limit) ** (1 / (1 - lam))
print(f"5% of Young modulus: {limit:.0f} MPa")
print(f"distance where hoop stress reaches it: {r_limit * 1e3:.2f} nm")
print("OK")
```

Running it gives:

```
material angle: 270 deg
symmetric root lambda: 0.544484
symmetric stress exponent: -0.455516
same root, polynomial method: 0.544484
next symmetric root: 1.6293 +/- 0.2313 i
antisymmetric root: 0.908529
antisymmetric stress exponent: -0.091471
symmetric root at 240 deg: 0.6157
symmetric root at 300 deg: 0.5122
symmetric root at 360 deg: 0.5000
coefficient ratio B/A: 1.8414
radial/hoop stress on bisector: 0.6784
face radial/bisector hoop stress: 0.8010
largest angular mismatch, FEM: 0.0003
cubic C11, C12, C44: 166, 64, 80 GPa
average Young modulus: 166.5 GPa
average Poisson ratio: 0.217
sector radius: 100 um
nominal tension: 100 MPa
FEM exponent, plane strain: -0.4558
FEM exponent, Poisson ratio 0.40: -0.4558
FEM exponent, plane stress: -0.4558
dimensionless amplitude: 0.455
K: 370.5 MPa um^0.4555
K: 0.685 MPa m^0.4555
one-term hoop stress at 10 um: 130 MPa
one-term hoop stress at 1 um: 370 MPa
one-term hoop stress at 0.1 um: 1057 MPa
one-term hoop stress at 0.01 um: 3018 MPa
stress growth per tenfold approach: 2.854
antisymmetric growth per tenfold: 1.234
full FEM hoop stress at 10 um: 138 MPa
full FEM hoop stress at 1 um: 370 MPa
peak stress, tip radius 1 um: 935 MPa
peak stress, tip radius 0.1 um: 2604 MPa
peak ratio for tenfold sharper tip: 2.784
FEM exponent, cubic silicon: -0.4522
cubic/isotropic stress at 1 um: 1.044
plane stress/plane strain at 1 um: 1.005
5% of Young modulus: 8324 MPa
distance where hoop stress reaches it: 1.08 nm
OK
```
